\section*{How large is the gauge factor of [110] p-type silicon?}

\section*{Question}

A thin bar of lightly doped p-type silicon has its length along the crystal direction $[110]$, and a current flows along it. The bar is stretched by a small strain $\varepsilon$. By what factor does the fractional change of its resistance exceed the strain, and how does that factor depend on the material constants, the direction of the bar and the way it is held?

\section*{Answer}

\subsection*{Two ways in which strain changes a resistance}

Let the bar have length $L$, width $w$, thickness $t$ and resistivity $\rho$. Its resistance is $R=\rho L/(wt)$. Taking the logarithm and then the differential gives
\begin{equation}
\frac{\Delta R}{R}=\frac{\Delta\rho}{\rho}+\frac{\Delta L}{L}-\frac{\Delta w}{w}-\frac{\Delta t}{t},
\end{equation}
to first order in the changes. Tension is counted positive, so $\Delta L/L=\varepsilon>0$ for a stretched bar. If the sides are free of stress, the bar contracts sideways, and two Poisson ratios describe this: $\Delta w/w=-\nu_w\varepsilon$ and $\Delta t/t=-\nu_t\varepsilon$. They differ in general because silicon is not elastically isotropic. The width is taken along $[1\bar10]$ and the thickness along $[001]$.

The gauge factor is $G=(\Delta R/R)/\varepsilon$. The stress along the bar is $X=E\varepsilon$, with $E$ Young's modulus for this direction, and the resistivity responds as $\Delta\rho/\rho=\pi_l X$, which defines the longitudinal piezoresistance coefficient $\pi_l$. Hence
\begin{equation}
G=\pi_l E+1+\nu_w+\nu_t .
\label{G}
\end{equation}
The first term is the change of the material, the rest the change of shape. If the resistivity did not respond to stress, only the shape part would remain, and that is of order one. A gauge factor of large magnitude, of either sign, therefore needs $|\pi_l E|\gg1$.

\subsection*{The longitudinal coefficient}

At fixed temperature and small stress, the resistivity tensor changes linearly with the stress tensor:
\begin{equation}
\frac{\Delta\rho_{ij}}{\rho}=\sum_{kl}\pi_{ijkl}\,\sigma_{kl}.
\end{equation}
Both tensors are symmetric (no magnetic field is present), so $\pi_{ijkl}$ may be taken symmetric in $ij$ and in $kl$. The cubic symmetry of silicon removes most of its components. Reversing the sign of one crystal axis is a symmetry, so each axis label must occur an even number of times. This leaves the types $\pi_{xxxx}$, $\pi_{xxyy}$ and $\pi_{xyxy}$. Exchanging axes is also a symmetry, so all components of one type are equal. Three constants remain. With $\pi_{11}=\pi_{xxxx}$, $\pi_{12}=\pi_{xxyy}$ and $\pi_{44}=2\pi_{xyxy}$,
\begin{align}
\frac{\Delta\rho_{xx}}{\rho}&=\pi_{11}\sigma_{xx}+\pi_{12}(\sigma_{yy}+\sigma_{zz}),\\
\frac{\Delta\rho_{xy}}{\rho}&=\pi_{xyxy}\sigma_{xy}+\pi_{xyyx}\sigma_{yx}=\pi_{44}\sigma_{xy},
\end{align}
and similarly for the other axes. The factor 2 in $\pi_{44}$ collects the two equal shear terms.

A tension $X$ along the unit vector $\mathbf n$ has $\sigma_{ij}=Xn_in_j$. For a current along $\mathbf n$, the field along $\mathbf n$ is set by the projection $\sum_{ij}n_in_j\rho_{ij}$. Its relative change, divided by $X$, is
\begin{equation}
\pi_l(\mathbf n)=\sum_i n_i^2\left[\pi_{11}n_i^2+\pi_{12}(1-n_i^2)\right]+\pi_{44}\sum_{i\ne j}n_i^2n_j^2 .
\end{equation}
Define $Q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. Squaring $\sum_i n_i^2=1$ gives $\sum_i n_i^4=1-2Q$, and therefore $\sum_i n_i^2(1-n_i^2)=2Q$. The last sum counts each pair twice and is also $2Q$. Thus
\begin{equation}
\pi_l(\mathbf n)=\pi_{11}(1-2Q)+2\pi_{12}Q+2\pi_{44}Q
=\pi_{11}-2(\pi_{11}-\pi_{12}-\pi_{44})Q .
\label{pin}
\end{equation}
For $[110]$, $n_x^2=n_y^2=\tfrac12$ and $n_z=0$, so $Q=\tfrac14$ and
\begin{equation}
\pi_l=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44}).
\end{equation}

The inputs adopted here, in units of $10^{-11}/\mathrm{Pa}$, are $\pi_{11}=7$, $\pi_{12}=-1$, $\pi_{44}=138$. They are not derived here but chosen close to what is measured on lightly doped p-type silicon at room temperature; their last digits define the example and do not express experimental accuracy. They are taken to describe resistivity, with the change of shape already removed. Then
\begin{equation}
\pi_l=\tfrac12(7-1+138)\times10^{-11}/\mathrm{Pa}=72\times10^{-11}/\mathrm{Pa}.
\end{equation}
The shear coefficient $\pi_{44}$ supplies about 96 percent of this. The sign is positive: tension raises the resistivity.

\subsection*{Young's modulus along the bar}

The stiffnesses of a cubic crystal are defined by
\begin{equation}
\sigma_{xx}=c_{11}\varepsilon_{xx}+c_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
\sigma_{xy}=2c_{44}\varepsilon_{xy},
\end{equation}
and their counterparts for the other axes. To invert them, apply a stress $\sigma_{xx}=X$ alone. By symmetry $\varepsilon_{yy}=\varepsilon_{zz}=b$; write $\varepsilon_{xx}=a$. The absence of stress along $y$ requires
\begin{equation}
0=c_{12}a+(c_{11}+c_{12})b\quad\Rightarrow\quad b=-\frac{c_{12}}{c_{11}+c_{12}}\,a .
\end{equation}
Inserting this in the equation for $\sigma_{xx}$,
\begin{equation}
X=c_{11}a+2c_{12}b=\frac{c_{11}^2+c_{11}c_{12}-2c_{12}^2}{c_{11}+c_{12}}\,a
=\frac{(c_{11}-c_{12})(c_{11}+2c_{12})}{c_{11}+c_{12}}\,a .
\end{equation}
With $D=(c_{11}-c_{12})(c_{11}+2c_{12})$, the compliances are
\begin{equation}
s_{11}=\frac aX=\frac{c_{11}+c_{12}}{D},\qquad s_{12}=\frac bX=-\frac{c_{12}}{D},\qquad s_{44}=\frac1{c_{44}},
\end{equation}
where the shear relation reads $\varepsilon_{xy}=\tfrac12s_{44}\sigma_{xy}$.

The strain along $\mathbf n$ is $\sum_{ij}n_in_j\varepsilon_{ij}$. This is the projection already carried out for the resistivity, with $\pi_{11},\pi_{12},\pi_{44}$ replaced by $s_{11},s_{12},\tfrac12s_{44}$. Dividing by $X$,
\begin{equation}
\frac1{E(\mathbf n)}=s_{11}-2\left(s_{11}-s_{12}-\tfrac12s_{44}\right)Q,
\label{En}
\end{equation}
and for $[110]$
\begin{equation}
\frac1E=\frac{s_{11}+s_{12}}2+\frac{s_{44}}4 .
\end{equation}

The stiffnesses adopted, likewise chosen close to measured ones, are $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa. They give $s_{11}=7.670$, $s_{12}=-2.134$ and $s_{44}=12.500$, in units of $10^{-3}/\mathrm{GPa}$, so that
\begin{equation}
\frac1E=(2.768+3.125)\times10^{-3}/\mathrm{GPa}=5.893\times10^{-3}/\mathrm{GPa},
\qquad E=169.7\ \mathrm{GPa}.
\end{equation}
Moving each stiffness by up to half a unit spreads $E$ from 168.7 to 170.7 GPa.

\subsection*{The sideways strains}

For tension along $[110]$ the stress components are $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=X/2$, and the others vanish. The strains follow as
\begin{equation}
\varepsilon_{xx}=\varepsilon_{yy}=\tfrac12(s_{11}+s_{12})X,\qquad
\varepsilon_{zz}=s_{12}X,\qquad \varepsilon_{xy}=\tfrac14s_{44}X .
\end{equation}
Along the width, $(1,-1,0)/\sqrt2$, the shear term enters with a minus sign:
\begin{equation}
\varepsilon_w=\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})-\varepsilon_{xy}
=\left[\tfrac12(s_{11}+s_{12})-\tfrac14s_{44}\right]X .
\end{equation}
Dividing by $\varepsilon=X/E$ and changing the sign gives
\begin{align}
\nu_w&=-E\left[\tfrac12(s_{11}+s_{12})-\tfrac14s_{44}\right]=0.061,\\
\nu_t&=-Es_{12}=0.362 .
\end{align}
In relative terms, the thickness shrinks about six times as much as the width. Along the width, the contribution of $s_{11}+s_{12}$ and that of the shear nearly cancel, so $\nu_w$ is sensitive to the inputs: moving each stiffness by up to half a unit spreads it from 0.055 to 0.066.

\subsection*{The size of the effect}

A coefficient in $10^{-11}/\mathrm{Pa}$ times a modulus in GPa carries the factor $10^{-11}\times10^{9}=10^{-2}$. Equation~\eqref{G} becomes
\begin{equation}
G=72.0\times169.7\times10^{-2}+1.423=122.2+1.4\approx124 .
\end{equation}
The gauge factor is thus near 120, and the calculated value lies 3 percent above that round figure. Moving all six inputs by up to half a unit gives 121.6 to 125.6; this range does not include the experimental errors of the inputs.

As a check on the projections and signs, the stiffness equations were also solved with the full tensors in the frame of the bar, the edges of the bar were deformed accordingly, and its resistance was differentiated numerically. The result, 123.6, agrees with equation~\eqref{G}.

Take a gauge of 1000 ohm and a strain of $10^{-4}$. The stress is $169.7\ \mathrm{GPa}\times10^{-4}=17.0$ MPa. The resistance changes by $123.6\times10^{-4}=1.24$ percent, or 12.4 ohm. From the change of shape alone it would be $1.423\times10^{-4}\times1000\ \mathrm{ohm}=0.14$ ohm.

\subsection*{Scaling with strain, force and size}

In the linear regime $\Delta R/R=G\varepsilon$ is proportional to the strain, and $G$ does not depend on the dimensions of the bar. The dimensions matter if a force $F$ is prescribed instead. Then $X=F/(wt)$, and
\begin{equation}
\frac{\Delta R}{R}=\frac{F}{wt}\left(\pi_l+\frac{1+\nu_w+\nu_t}{E}\right).
\end{equation}
The signal now grows as the cross-section shrinks. Young's modulus has dropped out of the dominant term: a stiffer crystal with the same piezoresistance coefficients gives a larger signal at given strain, but not at given force.

The piezoresistance coefficients depend on doping and temperature. If a change of conditions multiplies all three by a common factor $f$ while the elastic constants stay the same, then $G=122.2f+1.4$. The gauge factor is therefore nearly proportional to $f$ as long as $122.2f$ is much larger than 1.4. At $f=0.1$ the shape part already supplies about 10 percent of $G$, and at $f\approx0.012$ the two parts are equal.

\subsection*{Scaling with direction}

Both $\pi_l$ and $E$ depend on direction through $Q$ alone. With the present numbers, equations~\eqref{pin} and~\eqref{En} read
\begin{align}
\pi_l&=(7+260\,Q)\times10^{-11}/\mathrm{Pa},\\
1/E&=(7.670-7.108\,Q)\times10^{-3}/\mathrm{GPa}.
\end{align}
Both $\pi_l$ and $E$ rise with $Q$, and so does their product.

Along $[100]$, $Q=0$. The shear coefficient $\pi_{44}$ then has no influence, because the stress has no shear component in the crystal axes. Here $E=130.4$ GPa and $\pi_lE=7\times130.4\times10^{-2}=9.1$. The two Poisson ratios are both $-s_{12}/s_{11}=0.278$, so the shape part is 1.6 and $G=10.7$. Turning the bar from $[100]$ to $[110]$ raises the gauge factor by a factor of about 11 to 12. The value along $[100]$ rests on the small coefficient $\pi_{11}$, and moving the inputs by up to half a unit spreads it from 10.0 to 11.4.

In the $(001)$ plane, at an angle $\phi$ from $[100]$, $Q=\cos^2\phi\,\sin^2\phi=\tfrac14\sin^22\phi$. Its largest value is $\tfrac14$, at $\phi=45^\circ$, which is $[110]$. This is the best direction in that plane. It is also forgiving: for a misalignment $\delta$ from $[110]$, $Q=\tfrac14\cos^22\delta\approx\tfrac14(1-4\delta^2)$, so
\begin{equation}
\frac{\Delta\pi_l}{\pi_l}\approx-\frac{260}{72}\,\delta^2=-3.6\,\delta^2,\qquad
\frac{\Delta E}{E}\approx-\frac{7.108}{5.893}\,\delta^2=-1.2\,\delta^2 .
\end{equation}
The resistivity part loses a fraction $4.8\,\delta^2$. For $5^\circ$, or $\delta=0.087$, this is about 4 percent.

Over all directions, $Q$ is largest along $[111]$, where $Q=\tfrac13$. There $\pi_l\approx94\times10^{-11}/\mathrm{Pa}$, $E\approx189$ GPa and $\pi_lE\approx177$. A $[110]$ bar is therefore not the most sensitive one that silicon allows, but $[111]$ does not lie in a $(001)$ surface.

\subsection*{When the sides are not free}

A gauge that is part of a plate, or is bonded to a larger body, cannot choose its own width. Let the width strain $\varepsilon_w$ be imposed, with the thickness still free. The stresses are $\sigma_l$ along the bar and $\sigma_w$ across it. The directions $[110]$ and $[1\bar10]$ are equivalent, so they share the same $E$ and the same $\nu_w$:
\begin{equation}
E\varepsilon=\sigma_l-\nu_w\sigma_w,\qquad E\varepsilon_w=\sigma_w-\nu_w\sigma_l .
\end{equation}
Adding $\nu_w$ times the second equation to the first eliminates $\sigma_w$, and the reverse combination eliminates $\sigma_l$:
\begin{equation}
\sigma_l=\frac{E(\varepsilon+\nu_w\varepsilon_w)}{1-\nu_w^2},\qquad
\sigma_w=\frac{E(\varepsilon_w+\nu_w\varepsilon)}{1-\nu_w^2}.
\end{equation}

The effect of $\sigma_w$ on the longitudinal resistivity is also needed. A stress $\sigma_w$ along $[1\bar10]$ has $\sigma_{xx}=\sigma_{yy}=\sigma_w/2$ and $\sigma_{xy}=-\sigma_w/2$. Projecting the resistivity change on $[110]$ gives
\begin{equation}
\pi_t=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44})=-66\times10^{-11}/\mathrm{Pa}.
\end{equation}
The reversed shear stress has reversed the sign of the dominant term. The total change is $\Delta\rho/\rho=\pi_l\sigma_l+\pi_t\sigma_w$, or
\begin{equation}
\frac{\Delta\rho}{\rho}=\frac{E}{1-\nu_w^2}\left[(\pi_l+\nu_w\pi_t)\,\varepsilon+(\pi_t+\nu_w\pi_l)\,\varepsilon_w\right].
\label{held}
\end{equation}
Three cases show its content.

\begin{itemize}
\item Free bar: $\varepsilon_w=-\nu_w\varepsilon$. The terms in $\pi_t$ cancel, the bracket becomes $\pi_l(1-\nu_w^2)\varepsilon$, and $\Delta\rho/\rho=\pi_lE\varepsilon$ returns.
\item Wide plate: $\varepsilon_w=0$. The resistivity part per unit strain is $E(\pi_l+\nu_w\pi_t)/(1-\nu_w^2)=115.8$, about 5 percent below the free value of 122.2. The loss is small because $\nu_w$ is small.
\item Equal stretching in both directions: $\varepsilon_w=\varepsilon$. The bracket becomes $(1+\nu_w)(\pi_l+\pi_t)\varepsilon$, so the resistivity part is $E(\pi_l+\pi_t)/(1-\nu_w)\approx11$. In the sum $\pi_l+\pi_t=\pi_{11}+\pi_{12}$ the large coefficient $\pi_{44}$ has cancelled, and with it most of the signal. What remains is poorly fixed by the rounded inputs: moving them by up to half a unit gives 9 to 13.
\end{itemize}

The constraint can also raise the signal. Per unit of $\varepsilon_w/\varepsilon$ the resistivity part changes by $E(\pi_t+\nu_w\pi_l)/(1-\nu_w^2)\approx-105$. If the gauge follows a body that contracts sideways by $\varepsilon_w=-0.3\varepsilon$, as many metals do, the resistivity part rises to about 147.

The value near 120 therefore belongs to a bar whose sides are free, and nearly to one whose width is held fixed. It is not a property of p-type silicon under every kind of strain.

\subsection*{Where the linear estimate must fail}

The estimate uses coefficients defined at vanishing stress. Taken literally, $\Delta R/R=G\varepsilon$ would make the resistance vanish at a compression of $1/G\approx0.8$ percent, which is impossible for an ordinary resistor. The linear law must therefore break down before that strain is reached. This is only an upper bound. Physically, linearity requires the strain-induced splitting of the heavy- and light-hole bands to stay small against $kT$. With typical deformation potentials ($b\approx-2.1$ eV, $d\approx-4.9$ eV) the splitting for this bar is about $6\ \mathrm{eV}\times|\varepsilon|$, which is a quarter of $kT$ at room temperature for a strain of 0.1 percent and equals $kT$ near 0.4 percent. At a strain of $10^{-4}$ the relative change is near one percent, well away from this limit, but the size of the nonlinear correction cannot be obtained from the three linear coefficients.

Nor does the estimate explain why $\pi_{44}$ is so large in p-type silicon. That is a question about the response of the valence bands and of hole scattering to shear, whose answer enters here only through the value adopted for $\pi_{44}$.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: rounded measured data for silicon
pi11 = 7 x 1e-11/Pa
pi12 = -1 x 1e-11/Pa
pi44 = 138 x 1e-11/Pa
c11 = 166 GPa
c12 = 64 GPa
c44 = 80 GPa
independent cubic coefficients = 3
Bar along [110]
s11 = 7.670 x 1e-3/GPa
s12 = -2.134 x 1e-3/GPa
s44 = 12.500 x 1e-3/GPa
longitudinal coefficient pi_l = 72.0 x 1e-11/Pa
share of pi44 in pi_l = 95.8 percent
Young's modulus E = 169.7 GPa
E, rounding range = 168.7 to 170.7 GPa
Poisson ratio toward [1-10], nu_w = 0.0606
Poisson ratio toward [001], nu_t = 0.3622
resistivity part pi_l*E = 122.2 (no unit)
resistivity part with E = 169 GPa: 121.7 (no unit)
shape part 1+nu_w+nu_t = 1.423 (no unit)
gauge factor, formula = 123.6 (no unit)
gauge factor, deformed bar = 123.6 (no unit)
gauge factor, rounding range = 121.6 to 125.6
Comparisons
[100] Young's modulus = 130.4 GPa
[100] gauge factor = 10.7 (no unit)
transverse coefficient pi_t = -66.0 x 1e-11/Pa
wide plate, resistivity part = 115.8 (no unit)
Worked example
strain = 1.0e-04 (no unit)
initial resistance = 1000 ohm
stress = 17.0 MPa
fractional resistance change = 1.24 percent
resistance change = 12.4 ohm
\end{verbatim}
